# Translational entropy of argon adsorbed on a smooth surface

## Problem

Argon can serve as a purge gas in atomic layer deposition. Some of its atoms are held weakly at the surface and can still move along it. Treat these atoms as a two-dimensional ideal gas on a smooth surface at $T=300$ K, with one atom per square nanometre.

(a) Derive the translational entropy per atom for motion in the plane.

(b) Evaluate it in units of Boltzmann's constant $k$.

(c) Estimate how much a weak corrugation of the surface changes the result, and say what the motion normal to the surface would add.

The atoms are identical, with the average mass 39.95 u. Isotope mixing is not counted. The area is $A$, the number of atoms is $N$, and $a=A/N$ is the area per atom. The algebra uses atomic units, $\hbar=m_e=1$, with $k$ kept so that temperature stays in kelvin. Numbers are in nm and eV.

## Hints

1. Put one atom in a periodic square of side $L$ and sum the Boltzmann factors of its levels. What does the sum become when neighbouring terms are nearly equal?
2. For $N$ identical atoms, how many times does $q^N$ count each physical state if no two atoms share a level?
3. Find the free energy first. When you differentiate it with respect to $T$, remember that the thermal wavelength depends on $T$.
4. For (c), a potential along the surface multiplies the one-atom partition function by the average of its Boltzmann factor. Expand that average for a potential small compared with $kT$.

## Solution

**One atom.** In a periodic square of side $L$ the allowed wavevectors are $(2\pi/L)(n_x,n_y)$, with integer $n_x$ and $n_y$. The energies are

$$E=\frac{1}{2m}\left(\frac{2\pi}{L}\right)^2(n_x^2+n_y^2).$$

The energy is a sum of two terms, so the partition function is a product of two equal sums. Define the thermal wavelength $\lambda$ by

$$\lambda^2=\frac{2\pi}{mkT},\qquad\text{so that}\qquad \frac{1}{mkT}=\frac{\lambda^2}{2\pi}.$$

The exponent in each sum is then

$$\frac{4\pi^2n^2}{2mkT\,L^2}=\frac{2\pi^2n^2}{L^2}\,\frac{\lambda^2}{2\pi}=\frac{\pi\lambda^2n^2}{L^2}.$$

If $L\gg\lambda$, the terms change little from one $n$ to the next, and the sum may be replaced by an integral:

$$\sum_n e^{-\pi\lambda^2n^2/L^2}\simeq\int_{-\infty}^{\infty}e^{-\pi\lambda^2n^2/L^2}\,dn=\frac{L}{\lambda}.$$

Hence $q=(L/\lambda)^2=A/\lambda^2$. This is roughly the number of levels that one atom can reach thermally.

**Many atoms.** The product $q^N$ treats the atoms as labelled. When all atoms occupy different levels, it counts each physical state $N!$ times, so

$$Z=\frac{q^N}{N!}.$$

This requires small occupations. A level of energy $E$ holds $Ne^{-E/kT}/q$ atoms on average, which is at most $N/q=\lambda^2/a$. The condition is therefore $\lambda^2\ll a$.

For large $N$, Stirling's formula gives $\ln N!\simeq N\ln N-N$. Then

$$\ln Z=N\ln\frac{A}{\lambda^2}-N\ln N+N=N\left[\ln\frac{a}{\lambda^2}+1\right].$$

The $N!$ has turned $A$ into $a=A/N$. Doubling both $A$ and $N$ now doubles $\ln Z$, as an extensive quantity requires.

**Entropy.** The free energy is

$$F=-kT\ln Z=-NkT\left[\ln\frac{a}{\lambda^2}+1\right].$$

At fixed $A$ and $N$, the product rule gives

$$S=-\frac{\partial F}{\partial T}=Nk\left[\ln\frac{a}{\lambda^2}+1\right]+NkT\,\frac{\partial}{\partial T}\ln\frac{a}{\lambda^2}.$$

Since $\lambda^2\propto1/T$, the logarithm equals $\ln T$ plus a constant, and its derivative is $1/T$. The last term is therefore $Nk$, and

$$\boxed{\frac{S}{Nk}=2+\ln\frac{a}{\lambda^2}}$$

The energy follows as $U=F+TS=NkT$, which is $kT/2$ for each of the two directions of motion.

**Numbers.** In ordinary units $\lambda^2$ carries the factor $\hbar^2/m_e=0.076200$ eV nm². The mass of argon is 72824 electron masses, and $kT=0.025852$ eV at 300 K. Thus

$$\lambda^2=\frac{2\pi\times0.076200}{72824\times0.025852}=2.543\times10^{-4}\ \text{nm}^2,$$

or $\lambda=0.016$ nm. With $a=1$ nm²,

$$\frac{a}{\lambda^2}=3932,\qquad \frac{S}{Nk}=2+8.277=10.28.$$

The translational entropy is about $10.3k$ per atom. This equals $8.86\times10^{-4}$ eV/K per atom, or 85.4 J/(mol K).

The largest mean occupation of a level is $\lambda^2/a=2.5\times10^{-4}$, so the counting with $N!$ is justified. The logarithm makes the result insensitive to modest changes: doubling the area per atom at fixed temperature adds $\ln2=0.69$. At very high density the formula would even give a negative entropy, for $a<e^{-2}\lambda^2$. The condition $\lambda^2\ll a$ has failed well before that point.

**Corrugation.** Let the surface potential be

$$u(x,y)=\frac V2\left(2-\cos gx-\cos gy\right),$$

where $g$ is $2\pi$ divided by the period. Moving along one axis from a minimum to the next costs a barrier $V$. The wavelength $\lambda$ is much shorter than a surface period of a few tenths of a nanometre, so the atom may be treated classically.

The potential multiplies $q$ by $c=\langle e^{-u/kT}\rangle_0$, where the subscript 0 means a uniform average over the surface. The free energy per atom changes by $-kT\ln c$, and the entropy by

$$\frac{\Delta S}{Nk}=\ln c+T\frac{d\ln c}{dT}=\ln c+\frac{\langle u\rangle}{kT},$$

where $\langle u\rangle$ is the average with Boltzmann weights. For $V\ll kT$, expand to second order, writing $\sigma^2$ for the variance of $u$ in the uniform average:

$$\ln c\simeq-\frac{\langle u\rangle_0}{kT}+\frac{\sigma^2}{2(kT)^2},\qquad
\frac{\langle u\rangle}{kT}\simeq\frac{\langle u\rangle_0}{kT}-\frac{\sigma^2}{(kT)^2}.$$

The first-order terms cancel. Each cosine has mean square $1/2$, so $\sigma^2=2(V/2)^2/2=V^2/4$, and

$$\frac{\Delta S}{Nk}\simeq-\frac{\sigma^2}{2(kT)^2}=-\frac18\left(\frac{V}{kT}\right)^2.$$

A rough barrier of 0.010 eV gives $-(0.387)^2/8=-0.019$. The entropy falls because the atom spends more time near the minima. At $V=kT$ the formula gives $-0.125$, against $-0.119$ from the full average, but when $V$ is several times $kT$ the expansion fails; for $V\gg kT$ the atom is better described as vibrating in a site and hopping between sites.

**Normal motion.** Treat the motion normal to the surface as an oscillator with quantum $w$. For $w\ll kT$ its partition function is about $kT/w$, and the same differentiation gives an entropy $k[1+\ln(kT/w)]$. With a rough value $w=0.005$ eV this is $1+\ln5.17=2.64$ in units of $k$. The harmonic form also requires $kT$ to be small compared with the depth of the surface well. For a rough depth of 0.10 eV, only about $4kT$, the softer outer side of the well matters: a 9-3 surface potential with the same depth and the same $w$ gives about $3.1k$ for the bound states if they are counted out to 0.7 nm from the surface plane, and about $3.9k$ if they are counted without an outer limit. That limit is approached slowly (about $3.5k$ at 2 nm and $3.7k$ at 10 nm), so it includes barely bound atoms far from the surface and is best read as an upper bound for this model. The normal motion therefore adds roughly $3k$ to $4k$, and the total entropy of the adsorbed atom would be about $13k$ to $14k$. This contribution is not part of the in-plane translation asked for here.

## Variation 1: forces between the atoms

*At the same density and temperature, how much do forces between the atoms change the entropy?*

Take a pair energy that is infinite for separations $r<d$, equal to $-\varepsilon$ for $d<r<w_0$, and zero beyond. Rough values for argon are $d=0.34$ nm, $w_0=0.51$ nm and $\varepsilon=0.010$ eV.

For each pair, write the Boltzmann factor as $1+f$. At low density the pairs may be averaged independently. There are about $N^2/2$ of them, so $\ln Z$ changes by

$$\frac{N^2}{2}\,\frac1A\int f\,d^2r=-\frac{NB}{a},\qquad B=-\frac12\int f\,d^2r.$$

Inside the core $f=-1$, and in the ring $f=e^x-1$ with $x=\varepsilon/kT$. Therefore

$$B=\frac{\pi d^2}{2}-\frac{\pi}{2}(w_0^2-d^2)(e^x-1).$$

The free energy changes by $NkTB/a$, so $\Delta S/(Nk)=-(1/a)\,d(TB)/dT$. Since $dx/dT=-x/T$, we have $d(Te^x)/dT=e^x(1-x)$, and

$$\frac{d(TB)}{dT}=\frac{\pi d^2}{2}-\frac{\pi}{2}(w_0^2-d^2)\left[e^x(1-x)-1\right].$$

Here $x=0.387$ and the bracket is $-0.097$. The core contributes 0.182 nm² and the attraction 0.022 nm², for a total of 0.204 nm². The entropy change is $-0.20k$ per atom for this square well; a Lennard-Jones potential with usual argon parameters ($\varepsilon/k\simeq120$ K, $\sigma\simeq0.34$ nm) gives about $-0.16k$, so the second digit depends on the model. Both parts of the square well lower the entropy: the core removes available area, and the attraction makes the positions correlated.

Terms beyond independent pairs can be gauged with a small system. Six atoms were placed at random in a periodic square of 6 nm², 400,000 times, and each arrangement was given its Boltzmann weight. The resulting entropy change is $-0.179k$ per atom. The pair formula, multiplied by $5/6$ because each atom has five partners instead of six, gives $-0.170k$. The higher terms are thus about 5% of the correction in this small system.

Adding the pair and corrugation corrections as if they were independent gives $10.28-0.20-0.02\simeq10.1$ in units of $k$. The last digit is uncertain, because the potentials are rough and higher terms are left out.

## Variation 2: the coverage in a reactor

*What coverage does argon at 1 Torr and 300 K produce, and what is the in-plane entropy at that coverage?*

Let the surface well be $-D+\tfrac12m\omega^2z^2$, with rough values $D=0.10$ eV and $w=\omega=0.005$ eV in atomic units. In equilibrium with a gas of number density $n$, the classical density at height $z$ is $n$ times the Boltzmann factor. Integrating over the well gives the number of atoms per unit area,

$$\frac1a=n\,e^{D/kT}\int_{-\infty}^{\infty}e^{-m\omega^2z^2/2kT}\,dz
=n\,e^{D/kT}\,\ell,\qquad \ell=\sqrt{\frac{2\pi kT}{m\omega^2}}.$$

The effective width is $\ell=0.0825$ nm, and the ideal-gas law gives $n=3.22\times10^{-5}$ nm$^{-3}$. Hence

$$\frac1a=3.22\times10^{-5}\times47.9\times0.0825=1.3\times10^{-4}\ \text{nm}^{-2}.$$

Each atom has several thousand square nanometres to itself, and the entropy rises to $2+\ln(a/\lambda^2)\simeq19k$. In this model, extrapolating the linear law to one atom per nm² requires about $8\times10^3$ Torr, roughly ten atmospheres.

This sets the main result beside a real process. One atom per nm² is a convenient reference density, far above the estimated coverage at a purge pressure near 1 Torr, and replacing it moves the entropy by about $9k$. The harmonic well leaves out the softer outer side of a real surface potential; a 9-3 potential with the same $D$ and $w$ raises the coverage by some tens of per cent, depending on how adsorbed atoms are counted. The estimate depends more strongly on binding: in the harmonic model at fixed $w$, raising $D$ by $kT$ multiplies the coverage by $e$ and lowers the in-plane entropy by $k$. The factor is smaller if the deeper well is also stiffer. Deposition may also be run hotter than 300 K. At 500 K and fixed area per atom, the formula adds $\ln(500/300)=0.5$. At a fixed pressure of 1 Torr the coverage also falls, to about a sixth of its 300 K value in the harmonic model, so the in-plane entropy rises by about $2.3k$ in all. A real growing film is not smooth, and strongly binding sites would hold some atoms in place; the small-corrugation estimate does not cover them.

Numbers in the example were calculated in double precision.
